# Altermagnetic tunnel magnetoresistance from overlap of spin-resolved transmission maps

**Q.** You want a magnetoresistance from two electrodes that have no net magnetization. If each supplies as many spin-up as spin-down electrons, what can the junction detect?

**A.** It can detect where in momentum space the two spins sit. Take a d-wave altermagnet with one effective band, layers stacked along $z$, and transverse momentum $\mathbf q=(q_x,q_y)$. In Hartree atomic units, with energies measured from the band bottom,

$$E_s=\tfrac12\left[k_z^2+(1+s\beta)q_x^2+(1-s\beta)q_y^2\right],\qquad s=\pm1,\quad 0<\beta<1 .$$

There is no spin-orbit coupling, so spin is conserved. With $E_F=k_F^2/2$, the Fermi surface of spin $s$ is an ellipsoid with semi-axes $k_F$, $k_F/\sqrt{1+s\beta}$ and $k_F/\sqrt{1-s\beta}$. Its volume divided by $(2\pi)^3$ is the density of that spin,

$$n_s=\frac{1}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{k_F^3}{\sqrt{1-\beta^2}}=\frac{k_F^3}{6\pi^2\sqrt{1-\beta^2}} ,$$

which does not depend on $s$. The electrode is compensated, yet its two Fermi surfaces are elongated along different axes.

**Q.** How does a second electrode notice the elongation?

**A.** Through conservation of $\mathbf q$. Let the interfaces be flat and the barrier uniform in the plane, so that an electron keeps both its spin and its $\mathbf q$. At the Fermi energy its wave number along $z$ follows from

$$k_s^2=k_F^2-(1+s\beta)q_x^2-(1-s\beta)q_y^2 .$$

The state propagates if $k_s^2>0$. This defines the projection $D_s$ of the Fermi surface, an ellipse of area $\pi k_F^2/\sqrt{1-\beta^2}$.

Keep the crystal axes of both electrodes aligned. Reversing the Néel vector of the right electrode exchanges its two spin bands. In the parallel state P an electron goes from band $s$ to band $s$; in the antiparallel state AP it goes from $s$ to $-s$, and it needs a $\mathbf q$ inside both ellipses.

For ballistic transport at zero temperature and small voltage, each transverse mode contributes $e^2/(2\pi\hbar)$ times its transmission, and there are $d^2q/(2\pi)^2$ modes per area. Therefore, per area,

$$G_{ss'}=\frac{e^2}{\hbar}\frac{1}{(2\pi)^3}\int T_{ss'}(\mathbf q)\,d^2q,\qquad G_P=G_{++}+G_{--},\qquad G_{AP}=G_{+-}+G_{-+}.$$

I define $\mathrm{TMR}=(G_P-G_{AP})/G_{AP}$.

**Q.** Then the answer is a ratio of areas, and you are finished.

**A.** It would be, if the transmission were the same at every allowed $\mathbf q$. In general it is not, so we have to calculate it. Let the barrier occupy $0<z<d$, act equally on both spins, and have mass 1 along $z$. Its decay constant is

$$\kappa^2=\kappa_0^2+\mu q^2,$$

where $\kappa_0^2/2$ is the barrier height above $E_F$ and $\mu$ is the inverse transverse mass in the barrier. A free-electron barrier has $\mu=1$; a barrier band without transverse dispersion has $\mu=0$.

Call the wave numbers in the two electrodes $k_L$ and $k_R$. On the right, $\psi=t\,e^{ik_R(z-d)}$, so $\psi(d)=t$ and $\psi'(d)=ik_Rt$. The barrier solution with these values is

$$\psi(z)=t\left[\cosh\kappa(z-d)+\frac{ik_R}{\kappa}\sinh\kappa(z-d)\right].$$

With $C=\cosh\kappa d$ and $S=\sinh\kappa d$, this gives at the left interface

$$\psi(0)=t\left(C-\frac{ik_R}{\kappa}S\right),\qquad \psi'(0)=t\left(-\kappa S+ik_RC\right).$$

On the left, $\psi=e^{ik_Lz}+r\,e^{-ik_Lz}$, hence $1+r=\psi(0)$ and $1-r=\psi'(0)/(ik_L)$. Adding the two removes $r$:

$$2=t\left[C-\frac{ik_R}{\kappa}S+\frac{i\kappa}{k_L}S+\frac{k_R}{k_L}C\right].$$

Multiplication by $k_L\kappa$ gives $2k_L\kappa=t\,[\kappa(k_L+k_R)C+i(\kappa^2-k_Lk_R)S]$. The masses along $z$ are equal, so the flux ratio is $T=(k_R/k_L)|t|^2$, and

$$T=\frac{4k_Lk_R\kappa^2}{\kappa^2(k_L+k_R)^2C^2+(\kappa^2-k_Lk_R)^2S^2}.$$

This is symmetric in $k_L$ and $k_R$, so $G_{+-}=G_{-+}$ and $G_{AP}=2G_{+-}$.

**Q.** I see no overlap in that expression, only an awkward fraction.

**A.** It factorizes for a thick barrier. When $e^{-2\kappa d}\ll1$, both $C^2$ and $S^2$ become $e^{2\kappa d}/4$, and the denominator needs the sum

$$\kappa^2(k_L+k_R)^2+(\kappa^2-k_Lk_R)^2=\kappa^4+\kappa^2(k_L^2+k_R^2)+k_L^2k_R^2=(\kappa^2+k_L^2)(\kappa^2+k_R^2),$$

because the cross terms $\pm2\kappa^2k_Lk_R$ cancel. Therefore

$$T_{ss'}=\tau_s\tau_{s'}e^{-2\kappa d},\qquad \tau_s=\frac{4k_s\kappa}{k_s^2+\kappa^2}\ \text{on }D_s,\qquad \tau_s=0\ \text{outside}.$$

Define the weighted product $\langle f,g\rangle=\int fg\,e^{-2\kappa d}d^2q$. A rotation of $\mathbf q$ by 90° exchanges $k_+$ and $k_-$ and leaves $\kappa$ unchanged, so $\langle\tau_+,\tau_+\rangle=\langle\tau_-,\tau_-\rangle$. Then $G_P\propto2\langle\tau_+,\tau_+\rangle$ and $G_{AP}\propto2\langle\tau_+,\tau_-\rangle$ with the same prefactor, and

$$\mathrm{TMR}=\frac1O-1,\qquad O=\frac{\langle\tau_+,\tau_-\rangle}{\langle\tau_+,\tau_+\rangle}.$$

What counts is the overlap of two transmission maps, of which the Fermi-surface projections are the supports.

**Q.** Could the sign come out negative?

**A.** Not in this limit with identical electrodes. Using the equality of the norms,

$$G_P-G_{AP}\propto\int(\tau_+-\tau_-)^2e^{-2\kappa d}\,d^2q\ \ge0 .$$

The integral has two parts. Where one spin alone can propagate, the integrand is $\tau_s^2$ times the weight. Where both can, it measures how differently they are transmitted.

**Q.** Show me both kinds of momentum with numbers.

**A.** Take round model parameters: $k_F=0.3$ bohr$^{-1}$, a barrier 0.1 hartree above $E_F$ (so $\kappa_0^2=0.2$ bohr$^{-2}$), $\beta=0.6$ and $\mu=1$. These are not material values: the long semi-axis, 0.474 bohr$^{-1}$, exceeds the zone edge $\pi/a=0.37$ bohr$^{-1}$ of a crystal with $a=4.5$ Å, and the spin splitting at that tip is 3.7 eV, so the percentages below belong to the unbounded quadratic band. At $\mathbf q=(0.10,0.05)$ bohr$^{-1}$,

$$k_+^2=0.09-1.6(0.0100)-0.4(0.0025)=0.073,\qquad k_-^2=0.09-0.4(0.0100)-1.6(0.0025)=0.082 ,$$

in bohr$^{-2}$. With $\kappa=0.461$ bohr$^{-1}$ this gives $\tau_+=1.745$ and $\tau_-=1.793$, which are nearly equal. At $\mathbf q=(0.30,0)$ bohr$^{-1}$, $k_+^2=0.09-0.144<0$, so $\tau_+=0$, while $\tau_-=1.455$. That second electron contributes in P and is blocked in AP.

**Q.** I would still like the pure area result, if only to know what it claims.

**A.** Set the transmission constant on the allowed regions. In polar coordinates the boundary of $D_+\cap D_-$ is $q^2=k_F^2/(1+\beta|\cos2\varphi|)$. Eight equal sectors give

$$A_\cap=8\cdot\frac12\int_0^{\pi/4}\frac{k_F^2\,d\varphi}{1+\beta\cos2\varphi}.$$

With $u=\tan\varphi$ we have $\cos2\varphi=(1-u^2)/(1+u^2)$ and $d\varphi=du/(1+u^2)$, so

$$A_\cap=4k_F^2\int_0^1\frac{du}{(1+\beta)+(1-\beta)u^2}=\frac{4k_F^2}{\sqrt{1-\beta^2}}\arctan\sqrt{\frac{1-\beta}{1+\beta}} .$$

Writing $\beta=\cos\chi$ turns the square root into $\tan(\chi/2)$, so the arctangent is $\tfrac12\arccos\beta$ and

$$A_\cap=\frac{2k_F^2\arccos\beta}{\sqrt{1-\beta^2}} .$$

Dividing the area of one ellipse by this and subtracting 1,

$$\mathrm{TMR}_{\rm area}=\frac{\pi}{2\arccos\beta}-1=\frac{\arcsin\beta}{\arccos\beta},$$

since $\pi/2-\arccos\beta=\arcsin\beta$. For small $\beta$ it is $2\beta/\pi$. As $\beta\to1$ it diverges: the overlap area tends to $2k_F^2$ while each ellipse becomes infinitely long. A real Brillouin zone ends that growth, and the quadratic band fails before then.

For $\beta=0.6$ the areas are 0.3534 and 0.2086 bohr$^{-2}$, and $0.3534/0.2086-1$ gives 69.4 %.

**Q.** Is there any junction for which 69.4 % means something?

**A.** It separates two cases. First remove the barrier, $d=0$. Then $C=1$, $S=0$ and $T=4k_Lk_R/(k_L+k_R)^2$. In P this is 1 on each ellipse, so $G_P$ is given by the areas. In AP,

$$1-T_{+-}=\left(\frac{k_+-k_-}{k_++k_-}\right)^2\ge0 ,$$

so $G_{AP}$ is at most its area value. The area law is a lower bound for this contact, whose computed TMR is 78.7 %.

Second, take a thick barrier with $\mu=0$. Now $\kappa=\kappa_0$ for all $\mathbf q$, the exponential cancels from $O$, and the tunneling TMR is independent of $d$. If also $k_F\le\kappa_0$, the area law is an upper bound.

**Q.** An upper bound needs a proof, not a number.

**A.** For $k<\kappa_0$, $\tau$ increases with $k$, because $d\tau/dk=4\kappa_0(\kappa_0^2-k^2)/(k^2+\kappa_0^2)^2$. The set $E_s(u)$ where $\tau_s>u$ is therefore a scaled-down copy of $D_s$, with the same scale for both spins. Write $\tau_s(\mathbf q)$ as the integral over $u>0$ of the indicator function of $E_s(u)$. Then, apart from the common constant exponential,

$$\langle\tau_+,\tau_+\rangle=\iint|E_+(u)\cap E_+(v)|\,du\,dv=\iint A_{\min}(u,v)\,du\,dv ,$$

where $|\cdot|$ is an area and $A_{\min}$ is the smaller of the two nested ellipse areas. For opposite spins, shrink the larger ellipse until both have the smaller scale. This cannot increase the intersection, and what remains has area $\rho A_{\min}$, with $\rho$ the ratio of $A_\cap$ to the area of $D_s$. Hence

$$\langle\tau_+,\tau_-\rangle\ge\rho\iint A_{\min}\,du\,dv,\qquad O\ge\rho,\qquad \mathrm{TMR}\le\mathrm{TMR}_{\rm area}.$$

In the example $0.3<0.447$, so the condition holds. The computed value is 49.6 %, below 69.4 %. Both bounds are respected at the other anisotropies calculated as well.

**Q.** And if the barrier does have transverse dispersion? What is left for $\mu=1$?

**A.** Much less. At $d=20$ bohr the overlap is $O=0.9668$, so $1/O-1$ is 3.4 %. In ordinary units the resistance-area products are $4.16\times10^5$ Ω µm² in P and $4.30\times10^5$ Ω µm² in AP, and their ratio is 1.034. The electrodes are the same as before; the barrier has changed which part of their Fermi surfaces is sampled.

**Q.** Can you derive that loss, or are you reading it off?

**A.** For a thick barrier it can be derived. At small $q$, $\kappa\simeq\kappa_0+\mu q^2/(2\kappa_0)$, so

$$e^{-2\kappa d}\simeq e^{-2\kappa_0d}\,e^{-\mu q^2d/\kappa_0}.$$

This is a Gaussian with variance $\sigma^2=\kappa_0/(2\mu d)$ for each component of $\mathbf q$. It closes in on $\mathbf q=0$, where the spin splitting vanishes. To find how fast the TMR falls, note that

$$\frac{\partial\ln\tau}{\partial k^2}=\frac1{2k^2}-\frac1{k^2+\kappa^2}=\frac{\kappa^2-k^2}{2k^2(k^2+\kappa^2)},$$

and call its value at $\mathbf q=0$

$$c=\frac{\kappa_0^2-k_F^2}{2k_F^2(k_F^2+\kappa_0^2)} .$$

Since $k_+^2-k_-^2=-2\beta(q_x^2-q_y^2)$ and $\kappa$ is common to both spins, leading order gives $\tau_+-\tau_-\simeq-2\beta c\,\tau_0(q_x^2-q_y^2)$, with $\tau_0$ the value at $\mathbf q=0$. The difference $G_P-G_{AP}$ carries $(\tau_+-\tau_-)^2$ and $G_{AP}$ carries $2\tau_+\tau_-\simeq2\tau_0^2$, so

$$\mathrm{TMR}\simeq2c^2\beta^2\,\overline{(q_x^2-q_y^2)^2} .$$

The bar is the Gaussian average. With $\overline{q_x^4}=\overline{q_y^4}=3\sigma^4$ and $\overline{q_x^2q_y^2}=\sigma^4$ it equals $(3+3-2)\sigma^4=4\sigma^4=\kappa_0^2/(\mu d)^2$. Thus

$$\mathrm{TMR}\to\frac{2c^2\beta^2\kappa_0^2}{\mu^2d^2}\qquad(d\to\infty,\ \mu>0).$$

If $k_F=\kappa_0$ this coefficient vanishes and a higher order is needed.

**Q.** Put in your numbers, please.

**A.** The coefficient is $c=0.11/(2\times0.09\times0.29)=2.107$ bohr², so the product $d^2\,\mathrm{TMR}$ should approach

$$2(2.107)^2(0.36)(0.2)=0.639\ \text{bohr}^2 .$$

Extrapolating the full integrals from $d=1600$ and 3200 bohr also gives 0.639 bohr². At $d=20$ bohr, however, the limiting formula predicts 0.16 %, about twenty times less than the calculated 3.4 %.

**Q.** So the formula is right and useless at your thickness. What did it miss?

**A.** It misses the momenta open to one spin, which lie outside an expansion about $\mathbf q=0$. Their share of $G_P-G_{AP}$ can be calculated separately:

| $d$ (bohr) | TMR (%) | one-spin share (%) |
|---:|---:|---:|
| 10 | 10.9 | 81 |
| 20 | 3.43 | 70 |
| 40 | 0.457 | 42 |
| 80 | 0.032 | 4 |

The nearest such momenta lie at the short semi-axis, $q=0.237$ bohr$^{-1}$, where the Gaussian factor at $d=20$ bohr is $\exp(-0.0563\times20/0.447)\simeq0.08$. That is not negligible.

They are not the whole explanation. At 20 bohr the other 30 % of the difference still corresponds to a TMR of about 1.0 %, well above 0.16 %. At 80 bohr the one-spin share is small, yet the formula gives $0.639/6400$, or 0.010 %, against 0.032 %. Higher powers of $q^2$ on the common region therefore matter too. From 40 to 80 bohr the TMR falls by a factor of 14, not 4, so the inverse-square regime has not been reached.

**Q.** What happens when the Néel vectors are neither parallel nor antiparallel?

**A.** Let the angle between them be $\theta$. In the tunneling limit an incident wave of spin $s$ enters the barrier as if it were infinitely thick. Matching $1+r=a$ and $ik_s(1-r)=-\kappa a$ gives the amplitude $a=2k_s/(k_s+i\kappa)$. It decays by $e^{-\kappa d}$ and is projected on the right spin state $s'$, with overlap $\langle s'_\theta|s\rangle$. Call the arriving component $a'$ and the wave reflected there $b'$. Then $t=a'+b'$ and $ik_{s'}t=\kappa(b'-a')$; eliminating $b'$ gives $t=2\kappa a'/(\kappa-ik_{s'})$. The flux ratio is

$$\frac{k_{s'}}{k_s}|t|^2=\frac{k_{s'}}{k_s}\,\frac{4k_s^2}{k_s^2+\kappa^2}\,\frac{4\kappa^2}{k_{s'}^2+\kappa^2}\,|\langle s'_\theta|s\rangle|^2e^{-2\kappa d}=\tau_s\tau_{s'}|\langle s'_\theta|s\rangle|^2e^{-2\kappa d}.$$

The squared overlap is $\cos^2(\theta/2)$ for $s'=s$ and $\sin^2(\theta/2)$ otherwise. Summing over spins and momenta,

$$G(\theta)=G_P\cos^2\frac\theta2+G_{AP}\sin^2\frac\theta2 .$$

Direct matching of the two-component wave at $d=20$ bohr confirms this law at the three momenta tested, including one open to a single spin.

**Q.** And in a thin barrier?

**A.** The reflected wave $b'$ then returns to the left interface with appreciable amplitude. Its reflection depends on spin, and the spin axes at the two ends differ, so the repeated reflections need not reduce to the two squared overlaps. At $d=2$ bohr, $\theta=90°$ and $\mathbf q=(0.30,0)$ bohr$^{-1}$, the transmission is 5.9 % above the cosine law built from the P and AP transmissions of that same barrier. The departure depends strongly on momentum: at $\mathbf q=(0.20,0)$ bohr$^{-1}$, where both spins propagate, it is below 0.01 % for the same thickness and angle.

**Q.** My interfaces are rough. Does the effect survive?

**A.** Consider the extreme case: spin is conserved, but $\mathbf q$ is completely randomized in tunneling. As a model, let the transmission from $\mathbf q$ to $\mathbf q'$ be proportional to $\tau_s(\mathbf q)e^{-\kappa d}\,\tau_{s'}(\mathbf q')e^{-\kappa'd}$, with $\kappa'$ taken at $\mathbf q'$. Then

$$G_{ss'}\propto N_sN_{s'},\qquad N_s=\int\tau_s\,e^{-\kappa d}\,d^2q .$$

The 90° rotation gives $N_+=N_-$. Hence $N_+^2+N_-^2=2N_+N_-$ and the TMR is zero. For stacking along $z$ the momentum-summed weight has no spin polarization; the information was in its dependence on $\mathbf q$. This depends on the direction. For transport along $x$ the projections have the unequal areas $\pi k_F^2/\sqrt{1-s\beta}$, no rotation relates $N_+$ to $N_-$, and a TMR of $(N_+-N_-)^2/(2N_+N_-)$ survives the randomization. How fast partial scattering removes the effect depends on the scattering, which this model does not describe.

**Q.** With perfect interfaces, then, may I grow the crystal in any direction?

**A.** No. Suppose the transport direction is the in-plane diagonal. Let $p_x,p_y,p_z$ be momenta along the crystal axes, $u=(p_x+p_y)/\sqrt2$ the component along transport, and $v=(p_x-p_y)/\sqrt2$. Since $p_x^2-p_y^2=2uv$,

$$2E_s=u^2+v^2+p_z^2+2s\beta uv=(u+s\beta v)^2+(1-\beta^2)v^2+p_z^2 .$$

A real $u$ exists at $E_F$ if $(1-\beta^2)v^2+p_z^2\le k_F^2$, whatever the spin. The two projections coincide and the area law gives zero TMR, although the bulk bands are as strongly split as before. The diagonal is special because it is the nodal direction of a splitting proportional to $p_x^2-p_y^2$; in a crystal whose splitting goes as $p_xp_y$ in its own axes, the nodal directions are those axes and not the diagonal.

**Q.** What would still keep me from applying this to a particular material?

**A.** The band has no sublattice structure. An interface that couples more strongly to one magnetic sublattice can make $\tau_s$ depend on spin in a way that breaks the 90° relation, and then the norms of the two maps must be kept separately. Spin-orbit coupling mixes the channels, and a finite voltage samples other energies. A barrier whose slowest decay lies away from $\mathbf q=0$ needs a new thick-barrier expansion. For a material one would calculate the maps $\tau_s(\mathbf q)$ and the decay $\kappa(\mathbf q)$ from its own bands and interfaces before forming the overlap. The numerical output below lists the values for the model used here.

## Numbers as computed

```
Fermi wave number kF = 0.300 bohr^-1
Fermi energy = 0.0450 hartree
barrier height above Fermi energy = 0.100 hartree
decay constant kappa0 = 0.44721 bohr^-1
anisotropy beta = 0.60; reference thickness = 20.0 bohr
ellipse semi-axes = 0.23717, 0.47434 bohr^-1
density per spin = 5.699317e-04, 5.699317e-04 bohr^-3
area of one projection = 0.353429 bohr^-2
area of overlap = 0.208641 bohr^-2
q=(0.10,0.05) bohr^-1: k+=0.27019, k-=0.28636, kappa=0.46098 bohr^-1
   tau+=1.74500, tau-=1.79292
q=(0.20,0.00) bohr^-1: k+=0.16125, k-=0.27203, kappa=0.48990 bohr^-1
   tau+=1.18787, tau-=1.69766
q=(0.30,0.00) bohr^-1: k+=0.00000, k-=0.23238, kappa=0.53852 bohr^-1
   tau+=0.00000, tau-=1.45512
G_P per area, mu=1 = 2.76514e-11 e^2/(hbar bohr^2)
G_AP per area, mu=1 = 2.67339e-11 e^2/(hbar bohr^2)
resistance-area P = 4.16046e+05 ohm um^2
resistance-area AP = 4.30324e+05 ohm um^2
overlap O, mu=1 = 0.966819; mu=0 = 0.668592
TMR against thickness, mu=1, and share from one-spin momenta:
  d=10 bohr: TMR=10.8986 %, share=81.44 %
  d=20 bohr: TMR=3.4320 %, share=69.72 %
  d=40 bohr: TMR=0.4573 %, share=41.84 %
  d=80 bohr: TMR=0.0323 %, share=4.20 %
TMR against beta: area law, contact d=0, flat barrier mu=0 at d=20 bohr:
  beta=0.2: 14.70 %, 17.87 %, 6.76 %
  beta=0.4: 35.50 %, 41.42 %, 22.02 %
  beta=0.6: 69.40 %, 78.70 %, 49.57 %
  beta=0.8: 144.10 %, 159.54 %, 112.70 %
thick-barrier coefficient c = 2.10728 bohr^2
d^2 TMR limit, mu=0.5: formula 2.55780, extrapolated 2.55121 bohr^2
d^2 TMR limit, mu=1.0: formula 0.63945, extrapolated 0.63897 bohr^2
thick-barrier formula at d=20 bohr, mu=1 = 0.1599 %
thin barrier d=2 bohr, q=(0.30,0.00), 90 deg: T/cosine law = 1.0593
spin polarization of q-summed weight = 0.000000
TMR with randomized q = 0.000000 %
```
